\section*{Jahn-Teller energy from a vertical splitting: factor three or four}

\section{The problem}

A point defect in a tetrahedral semiconductor has one electron in an orbitally degenerate level. The surrounding atoms distort, the degeneracy is lifted, and the defect settles in a relaxed minimum. With the nuclei held fixed in that minimum, the energy needed to move the electron from the occupied state to the other state or states of the same multiplet is
\begin{equation}
\Delta = 0.6\ \text{eV}.
\end{equation}
This is the vertical splitting. The Jahn-Teller energy $E_{\rm JT}$ is a different quantity: the drop in total energy from the undistorted configuration to the relaxed minimum. Find $E_{\rm JT}$ when

(a) the level is a triplet $T$ coupled to a pair of $e$ distortions (tetragonal minimum);

(b) the level is a triplet $T$ coupled to three $t_2$ distortions (trigonal minimum);

(c) the level is a doublet $E$ coupled to a pair of $e$ distortions.

The model has these assumptions. The distortions are harmonic, with a stiffness $K$ that is the same for every electronic state. The electronic energy matrix $W(Q)$ is linear in the distortion coordinates $Q$. The breathing distortion, which shifts all states of the multiplet equally, is already relaxed in the undistorted reference configuration, so $W$ has zero trace. Spin-orbit coupling and states outside the multiplet are left out. The potential energy of a state is then
\begin{equation}
U(Q)=\tfrac12 K|Q|^2+w(Q),
\label{eq:U}
\end{equation}
where $w$ is an eigenvalue of $W$, and $U=0$ at $Q=0$. The coupling constant $F$ is taken positive; reversing its sign reverses the distortions and changes no energy.

\section{First estimate by scaling}

The model contains a force $F$ and a stiffness $K$. The only length they form is $F/K$ and the only energy is $F^2/K$. Both $E_{\rm JT}$ and $\Delta$ must therefore be pure numbers times $F^2/K$, and their ratio is a pure number that depends neither on the strength of the coupling nor on the softness of the lattice. This is why one measured energy can suffice.

To estimate the number, follow the occupied state along a straight line to the minimum. Its energy is $\tfrac12Kr^2-ar$, with $r$ the length of the distortion and $a$ a force of order $F$. Setting the derivative to zero gives $r_0=a/K$. The electronic energy has then fallen by $ar_0=a^2/K$, while the elastic energy has risen by $\tfrac12Kr_0^2=a^2/2K$. The net gain is $E_{\rm JT}=a^2/2K$, half of the electronic gain. If the other states stayed where they were, the splitting would equal the electronic gain:
\begin{equation}
\Delta\approx 2E_{\rm JT},\qquad E_{\rm JT}\approx 0.3\ \text{eV}.
\label{eq:estimate}
\end{equation}
This must be too large. The trace of $W$ is zero, so when one state falls the others rise on average, and $\Delta$ exceeds $2E_{\rm JT}$. The exact solution has to find by how much.

\section{Exact solution}

\subsection{The general relation}

Let $Q_0$ be the relaxed minimum and $w_0$ the lowest eigenvalue of $W(Q_0)$. Because $W$ is linear, $W(sQ_0)=sW(Q_0)$, and for $s>0$ the lowest eigenvalue becomes $sw_0$. Along this ray
\begin{equation}
U(s)=\tfrac12K|Q_0|^2s^2+w_0s .
\end{equation}
The derivative must vanish at $s=1$, which gives $K|Q_0|^2+w_0=0$. Hence
\begin{align}
U(1)&=\tfrac12K|Q_0|^2-K|Q_0|^2=-\tfrac12K|Q_0|^2=-E_{\rm JT},\\
w_0&=-K|Q_0|^2=-2E_{\rm JT}.
\label{eq:virial}
\end{align}
The elastic cost is $E_{\rm JT}$ and the electronic shift is $-2E_{\rm JT}$. The argument also holds for several modes of different stiffness, with $K|Q_0|^2$ replaced by the sum over modes.

For an $n$-fold multiplet the zero trace requires the other $n-1$ eigenvalues to add up to $+2E_{\rm JT}$, so their mean is $2E_{\rm JT}/(n-1)$. In a vertical transition the elastic energy is the same before and after and cancels. The mean splitting is
\begin{equation}
\Delta=2E_{\rm JT}+\frac{2E_{\rm JT}}{n-1}=\frac{2n}{n-1}\,E_{\rm JT}.
\label{eq:general}
\end{equation}
For $n=2$ there is one upper state and the factor is four. For $n=3$ the mean factor is three. It remains to find the minima and to show that the two upper triplet states coincide there.

\subsection{Triplet with $e$ or $t_2$ distortions}

Use real orbitals $x,y,z$. The coupling to the $e$ coordinates $Q_\theta,Q_\epsilon$ is diagonal:
\begin{equation}
W_e=F\,\mathrm{diag}\!\left(\tfrac12Q_\theta-\tfrac{\sqrt3}{2}Q_\epsilon,\ \tfrac12Q_\theta+\tfrac{\sqrt3}{2}Q_\epsilon,\ -Q_\theta\right).
\label{eq:We}
\end{equation}
With the electron in $z$, completing the square gives
\begin{equation}
U_z=\frac K2\left(Q_\theta-\frac FK\right)^2+\frac K2Q_\epsilon^2-\frac{F^2}{2K}.
\end{equation}
The minimum lies at $Q_\theta=F/K$, $Q_\epsilon=0$, and $E_{\rm JT}=F^2/2K$. In each diagonal entry the coefficients of $Q_\theta$ and $Q_\epsilon$ form a vector of length $F$, so $x$ and $y$ have minima of the same depth, rotated by $120^\circ$. At the $z$ minimum the entries of $W_e$ are
\begin{equation}
\frac{F^2}{2K},\ \frac{F^2}{2K},\ -\frac{F^2}{K}\quad=\quad E_{\rm JT},\ E_{\rm JT},\ -2E_{\rm JT}.
\end{equation}
The upper states coincide and $\Delta=3E_{\rm JT}$.

The $t_2$ coordinates couple different orbitals:
\begin{equation}
W_t=F\begin{pmatrix}0&Q_\zeta&Q_\eta\\Q_\zeta&0&Q_\xi\\Q_\eta&Q_\xi&0\end{pmatrix}.
\end{equation}
Here it is easier to choose the electronic state first. For a real normalized state $(c_x,c_y,c_z)$ the energy is
\begin{equation}
\frac K2(Q_\xi^2+Q_\eta^2+Q_\zeta^2)+2F(Q_\xi c_yc_z+Q_\eta c_xc_z+Q_\zeta c_xc_y).
\end{equation}
Minimizing over $Q_\xi$ gives $Q_\xi=-2Fc_yc_z/K$, and likewise for the other two. Each coordinate contributes $2F^2/K-4F^2/K=-2F^2/K$ times the square of its orbital product, so
\begin{equation}
U=-\frac{2F^2}{K}P,\qquad P=c_y^2c_z^2+c_x^2c_z^2+c_x^2c_y^2 .
\label{eq:P}
\end{equation}
Squaring $c_x^2+c_y^2+c_z^2=1$ gives $P=\tfrac12(1-\sum_i c_i^4)$. The sum of fourth powers is smallest, $1/3$, when the three squares are equal, so $P$ is at most $1/3$. Therefore $E_{\rm JT}=2F^2/3K$. For $c_x=c_y=c_z=1/\sqrt3$ the distortion is $Q_\xi=Q_\eta=Q_\zeta=-2F/3K$, which is trigonal. Then $W_t$ has every off-diagonal element equal to $-2F^2/3K=-E_{\rm JT}$. On $(1,1,1)$ it gives $-2E_{\rm JT}$; on any vector whose components add to zero it gives $+E_{\rm JT}$. Again $\Delta=3E_{\rm JT}$.

A real defect may couple to both kinds of distortion. Let $E_e$ and $E_t$ be the Jahn-Teller energies each would give alone. For a fixed electronic state the $e$ part contributes $-E_e$ times the squared length of the vector of mean couplings (divided by $F$). With $a=c_x^2$, $b=c_y^2$, $c=c_z^2$ that square is
\begin{align}
&\left[\tfrac12(a+b)-c\right]^2+\tfrac34(a-b)^2\nonumber\\
&\quad=a^2+b^2+c^2-ab-bc-ca=1-3P,
\end{align}
where the last step uses $a^2+b^2+c^2=1-2P$. From (\ref{eq:P}) the $t_2$ part is $-3PE_t$. The sum,
\begin{equation}
U=-E_e(1-3P)-3P\,E_t ,
\end{equation}
is linear in $P$, so its minimum lies at an end of the range $0\le P\le1/3$. If $E_e>E_t$ the electron sits in one orbital and the minimum is tetragonal; if $E_t>E_e$ it is trigonal. The weaker distortion vanishes at the minimum, and the factor three stands without knowing which kind won. If $E_e=E_t=E$, every real state gives the same energy and both distortions are generally present. The matrix at the minimum then has elements $E\delta_{ij}-3E\,c_ic_j$, with eigenvalues $-2E,E,E$, so the factor is again three.

\subsection{Doublet with $e$ distortions}

For two orbitals
\begin{equation}
W=F\begin{pmatrix}Q_\theta&Q_\epsilon\\Q_\epsilon&-Q_\theta\end{pmatrix},\qquad w_\pm=\pm F\rho,\qquad \rho=\sqrt{Q_\theta^2+Q_\epsilon^2}.
\label{eq:Ee}
\end{equation}
The eigenvalues follow from $W^2=F^2\rho^2$ and the zero trace. The lower sheet $\tfrac12K\rho^2-F\rho$ has its minimum at $\rho_0=F/K$, with $E_{\rm JT}=F^2/2K$. The minimum is a circular trough, since the angle does not enter. On it $w_\pm=\pm F^2/K=\pm2E_{\rm JT}$ and $\Delta=4E_{\rm JT}$.

\subsection{Answers}

\begin{align}
\text{(a), (b)}\quad E_{\rm JT}&=\frac{0.6\ \text{eV}}{3}=0.20\ \text{eV}=3.20\times10^{-20}\ \text{J},\\
\text{(c)}\quad E_{\rm JT}&=\frac{0.6\ \text{eV}}{4}=0.15\ \text{eV}=2.40\times10^{-20}\ \text{J}.
\end{align}
In the triplet the electronic levels lie at $-0.4$ and $+0.2$ eV from the undistorted level; in the doublet they lie at $-0.3$ and $+0.3$ eV.

\section{Comparison of estimate and solution}

The scaling estimate of 0.3 eV is 50\% above the exact triplet value and twice the doublet value. It has the fall of the occupied state right and lacks the rise of the others, the second term in (\ref{eq:general}). That rise is shared by two states in a triplet and carried by one in a doublet. At equal $E_{\rm JT}$ the doublet is therefore split more, and at equal splitting it has the smaller $E_{\rm JT}$. Using four for a triplet gives a result 25\% below the correct one; using three for a doublet gives one 33\% above it.

The two factors can also be read from what happens after a vertical excitation. In the $T$-$e$ case the electron arrives on the paraboloid of another orbital, whose own minimum is as deep as the first. The full $3E_{\rm JT}$ can be released by relaxing there. In the $E$-$e$ case the electron arrives on the upper sheet $\tfrac12K\rho^2+F\rho$, whose lowest point is the undistorted configuration at $U=0$. Relaxing on that sheet releases $3E_{\rm JT}$, and the remaining $E_{\rm JT}$ is the height of the undistorted point above the trough.

\section{The size of the distortion}

The splitting fixes $E_{\rm JT}$ but not the displacement, which needs a stiffness. Take a round effective phonon energy $\hbar\omega=30$ meV and the mass of one silicon atom, $M=28.085$ u. Then $K=M\omega^2=6.05$ eV/\AA$^2$, and from $E_{\rm JT}=\tfrac12K|Q_0|^2$
\begin{align}
|Q_0|&=\sqrt{\frac{2(0.20)}{6.05}}\ \text{\AA}=0.26\ \text{\AA}\quad\text{(triplet)},\\
|Q_0|&=\sqrt{\frac{2(0.15)}{6.05}}\ \text{\AA}=0.22\ \text{\AA}\quad\text{(doublet)}.
\end{align}
These are lengths of a collective coordinate. If four neighbours move by equal amounts, as in a tetragonal distortion around a vacancy, each moves by half of $|Q_0|$. In a trigonal distortion the amounts generally differ.

The coupling constants follow from the three expressions for $E_{\rm JT}$: $F=1.56$ eV/\AA\ for $T$-$e$, and $1.35$ eV/\AA\ for both $T$-$t_2$ and $E$-$e$. The last two agree because $F^2=\tfrac32KE_{\rm JT}$ with $E_{\rm JT}=\Delta/3$, and $F^2=2KE_{\rm JT}$ with $E_{\rm JT}=\Delta/4$, both equal $K\Delta/2$. With these constants, numerical minimization over all coordinates returns a splitting of 0.6000 eV in each of the three models, as the numerical output shows.

A relaxed minimum is a useful notion if the distortion exceeds the zero-point motion. The zero-point variance of a coordinate with stiffness $K$ is $\hbar\omega/2K$, so $|Q_0|^2$ is larger by the factor $4E_{\rm JT}/\hbar\omega$. Here $E_{\rm JT}/\hbar\omega$ is 6.7 for the triplet and 5.0 for the doublet, and the distortion is 5.2 and 4.5 times the zero-point amplitude of such a coordinate. Motion along the distortion has stiffness $K$ in all three models. In the $T$-$t_2$ model, mixing with the upper states lowers the stiffness across the trigonal direction to $2K/3$, and the ratio there is 4.7. In the doublet this comparison concerns only the radial motion: the linear model leaves the angle around the trough free, and the splitting is the same at every angle. For $E_{\rm JT}$ well below $\hbar\omega$ this reading fails.

\section{Where the factors change}

\subsection{Two electrons in the lowest orbital}

In a one-electron level diagram, $\Delta$ may be read as a gap between orbitals. If $N$ electrons occupy the lowest orbital and their repulsion is ignored, the total energy is $\tfrac12K|Q|^2+Nw$. The ray argument now gives $Nw_0=-2E_{\rm JT}$, so the orbital gap is
\begin{equation}
\Delta_{\rm orb}=\frac{2n}{n-1}\,\frac{E_{\rm JT}}{N},\qquad E_{\rm JT}=N\,\frac{n-1}{2n}\,\Delta_{\rm orb}.
\end{equation}
For $N=2$ an orbital gap of 0.6 eV means $E_{\rm JT}=0.4$ eV for $t_2$ orbitals and 0.3 eV for $e$ orbitals, twice the earlier answers. This is a larger change than confusing three with four, so the occupation must be settled first.

\subsection{Quadratic coupling}

Suppose the coupling also has a traceless quadratic part which, on the line to the minimum, has the same matrix form as the linear part. The occupied state then has
\begin{equation}
U=\tfrac12Kr^2-ar-br^2,\qquad r_0=\frac{a}{K-2b},\qquad E_{\rm JT}=\frac{a^2}{2(K-2b)} .
\end{equation}
The electronic fall is
\begin{align}
ar_0+br_0^2&=\frac{a^2}{K-2b}\left(1+\frac{b}{K-2b}\right)\nonumber\\
&=2E_{\rm JT}\,\frac{K-b}{K-2b}.
\end{align}
The zero trace again multiplies this by $n/(n-1)$. With $g=2b/K$, the fractional softening of the occupied state along the line,
\begin{equation}
\Delta=\frac{2n}{n-1}\,\frac{1-g/2}{1-g}\,E_{\rm JT}.
\end{equation}
In the triplet models $g$ can have either sign. In the doublet the electronic part of the lower sheet is $-|FQ_\theta+bQ_\theta^2|$ on the axis $Q_\epsilon=0$; the system picks the direction in which the two terms add, so $|g|$ enters.

For an assumed $|g|=0.1$ the triplet factor becomes 3.17 or 2.86, and $E_{\rm JT}$ becomes 0.19 or 0.21 eV. The doublet factor becomes 4.22 and $E_{\rm JT}$ becomes 0.14 eV. The change is about 5\% of the linear result, much less than the difference between the two factors.

\subsection{Vibrational width}

The nuclei do not rest at the minimum, so the vertical gap has a distribution. In the $T$-$e$ model (\ref{eq:We}) gives the gap from $z$ to $x$ as
\begin{equation}
F\left(\tfrac32Q_\theta-\tfrac{\sqrt3}{2}Q_\epsilon\right).
\end{equation}
It is linear in $Q$, so its mean in the harmonic well of the occupied state is its value at the minimum, $\Delta$. Its squared gradient is $F^2(\tfrac94+\tfrac34)=3F^2$. Half the mean energy of an oscillator is potential, which gives each coordinate the variance $(\hbar\omega/2K)\coth(\hbar\omega/2k_BT)$. With $F^2=2KE_{\rm JT}$,
\begin{equation}
\sigma^2=3E_{\rm JT}\,\hbar\omega\coth\frac{\hbar\omega}{2k_BT}=\Delta\,\hbar\omega\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
The standard deviation is 0.134 eV at 20 K and 0.136 eV at 77 K, over a fifth of the splitting. Cooling from 77 K to 20 K hardly narrows it, because zero-point motion already dominates at 77 K. In this model the value to divide by three is the mean of the distribution, not its onset.

\subsection{Spin-orbit coupling in the triplet}

Treat the triplet as $L=1$ with coupling $\zeta\,\mathbf L\cdot\mathbf S$, and let the occupied state have $m=0$ along the distortion axis. The state $|1{\uparrow}\rangle$ lies at $\Delta+\zeta/2$. The state $|1{\downarrow}\rangle$ lies at $\Delta-\zeta/2$ and mixes with $|0{\uparrow}\rangle$ through the element $\zeta/\sqrt2$. To second order the occupied state falls by $\zeta^2/2\Delta$ and the lower of the upper pair rises by the same amount. The pair is split by $\zeta-\zeta^2/2\Delta$, and at fixed distortion the mean gap grows by $\zeta^2/2\Delta+\zeta^2/4\Delta=3\zeta^2/4\Delta$. For $\zeta=30$ meV, a rough upper size for silicon orbitals, diagonalization of the six states at fixed distortion gives a splitting of 29 meV and a shift of the mean gap of 1.2 meV. The minimum also moves. The gap is proportional to the length $r$ of the distortion, so the term $-\zeta^2/2\Delta$ pulls the minimum inward by $\zeta^2/(2\Delta Kr_0)$. This lowers the gap by $\zeta^2/2Kr_0^2=\zeta^2/4E_{\rm JT}=3\zeta^2/4\Delta$, which cancels the shift to second order. At the relaxed minimum the mean of the pair is therefore almost unchanged. One third of that mean gives the drop in energy from the average of the undistorted level, apart from the extra $\zeta^2/2\Delta$, here under 1 meV. Spin-orbit coupling splits the undistorted level into two states at $-\zeta$ and four at $+\zeta/2$. The drop from its lowest state is therefore smaller, by about $\zeta$ if $\zeta$ is positive (here 30 meV) and by about $|\zeta|/2$ if it is negative.

\section{Relation to real defects}

The positive vacancy in silicon, with one electron in a $t_2$ level and a tetragonal distortion, is a physical case for (a). The neutral phosphorus-vacancy pair, with one electron in an $e$ level, is a case for (c). The 0.6 eV is a chosen value for both, below silicon's band gap of roughly 1.1 eV, and the phonon energy lies within silicon's vibrational range. Real defects break the assumption of equal stiffness; if this amounts to $|g|$ near 0.1 in the quadratic model above, $E_{\rm JT}$ moves by about 0.01 eV. Both also have a nearby $a_1$ level made of the same dangling bonds. In the vacancy the tetragonal distortion cannot mix it with the $t_2$ level: the three twofold axes survive, and each $t_2$ orbital changes sign under two of them while the $a_1$ orbital changes sign under none. In the pair an $e$ distortion can mix the $a_1$ and $e$ levels, and in case (b) a $t_2$ distortion can mix an $a_1$ level with the triplet. Such mixing breaks the zero-trace rule within the multiplet. Its effect is not sized here, and it must be small compared with the splitting for the factor four to apply to the pair, or the factor three to a trigonal triplet. Band states of $t_2$ symmetry can mix with the vacancy level even under a tetragonal distortion, so the factor three for the vacancy also assumes that this mixing is small.

\section*{Computed results}
\begin{verbatim}
vertical splitting (input): 0.600 eV
E_JT, triplet with e or t2 modes: 0.200 eV = 3.204e-20 J
E_JT, doublet with e modes: 0.150 eV = 2.403e-20 J
error if factor 4 is used for a triplet: -25.0 %
error if factor 3 is used for a doublet: 33.3 %
triplet levels at minimum, electronic part: -0.400, 0.200 eV
doublet levels at minimum, electronic part: -0.300, 0.300 eV
phonon energy (input): 30.0 meV
effective mass (input): 28.085 u
stiffness K: 6.047 eV/angstrom^2
distortion at minimum, triplet: 0.2572 angstrom
distortion at minimum, doublet: 0.2227 angstrom
coupling F, T-e: 1.555 eV/angstrom
coupling F, T-t2: 1.347 eV/angstrom
coupling F, E-e: 1.347 eV/angstrom
splitting from numerical minimization, T-e: 0.6000 eV
splitting from numerical minimization, T-t2: 0.6000 eV
splitting from numerical minimization, E-e: 0.6000 eV
E_JT / phonon energy, triplet: 6.67
E_JT / phonon energy, doublet: 5.00
quadratic coupling |g| (input): 0.10
factor at g=+0.1, triplet: 3.167
factor at g=-0.1, triplet: 2.864
factor at |g|=0.1, doublet: 4.222
E_JT at g=+0.1, triplet: 0.1895 eV
E_JT at g=-0.1, triplet: 0.2095 eV
E_JT at |g|=0.1, doublet: 0.1421 eV
T-e gap standard deviation at 20 K: 0.1342 eV
T-e gap standard deviation at 77 K: 0.1356 eV
spin-orbit constant zeta (input): 30.0 meV
spin-orbit splitting of upper triplet pair: 29.23 meV
spin-orbit shift of mean triplet gap: 1.15 meV
E_JT if 0.6 eV is orbital gap, 2 electrons, t2: 0.400 eV
E_JT if 0.6 eV is orbital gap, 2 electrons, e: 0.300 eV
\end{verbatim}
